# Why a Bonded Film Stays Stressed After Its Grain Boundaries Relax: test program

```python
"""
Result under test: a film bonded to a substrate keeps a nonzero mean stress after
diffusion has removed the normal traction from all its grain boundaries.
  h, d      film thickness and grain-boundary spacing
  sigma0    initial in-plane film stress (tension positive)
  Ebar      plane-strain modulus E/(1-nu^2) of the film
  delta(y)  thickness of material inserted in a boundary
  R         mean film stress at rest divided by sigma0
Identities: R = 1 - Ebar*integral(delta)/(sigma0*h*d)
            R = remaining fraction of the in-plane elastic energy
            R = -(moment of the interface shear)/(sigma0*h*d)
Finite elements start from the misfit strain; a separate integral equation uses
periodic edge dislocations below a free surface. Lengths there are in units of h.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.linalg import eig
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def film_at_rest(spacing, film, base, round_grain=False, bonded=True, n=48):
    """Finite elements for half a grain, h = 1, sigma0 = 1, traction-free boundary.
    film, base: (Young modulus, Poisson ratio). A round grain has diameter spacing.
    bonded=False puts the film on a rigid frictionless floor."""
    half = spacing / 2
    t = np.linspace(0, 1, n + 1) ** 2.5
    x = half * (1 - t[::-1])
    y = np.r_[-2 * spacing * t[:0:-1], t] if bonded else t.copy()
    nx = len(x)
    ex, ey = (g.ravel() for g in np.meshgrid(np.arange(nx - 1), np.arange(len(y) - 1)))
    first = ey * nx + ex
    nodes = np.stack([first, first + 1, first + nx + 1, first + nx], axis=1)
    dof = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(len(first), 8)
    dx, dy = np.diff(x)[ex], np.diff(y)[ey]
    in_film = y[ey] >= 0
    young = np.where(in_film, film[0], base[0])
    nu = np.where(in_film, film[1], base[1])
    lam = young * nu / ((1 + nu) * (1 - 2 * nu))
    mu = young / (2 * (1 + nu))
    stiff = np.zeros((len(first), 4, 4))
    stiff[:, :3, :3] = lam[:, None, None]
    for i in range(3):
        stiff[:, i, i] += 2 * mu
    stiff[:, 3, 3] = mu
    misfit = (1 - film[1]) / film[0]
    free_strain = np.zeros((len(first), 4))
    free_strain[in_film, 0] = -misfit
    free_strain[in_film, 2] = -misfit
    cx, cy = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    element_k = np.zeros((len(first), 8, 8))
    element_f = np.zeros((len(first), 8))
    points = []
    for sx in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for sy in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            px = x[ex] + dx * (1 + sx) / 2
            shape = (1 + cx * sx) * (1 + cy * sy) / 4
            gx = cx * (1 + cy * sy) / 2 / dx[:, None]
            gy = cy * (1 + cx * sx) / 2 / dy[:, None]
            b = np.zeros((len(first), 4, 8))
            b[:, 0, 0::2] = gx
            b[:, 1, 1::2] = gy
            b[:, 3, 0::2] = gy
            b[:, 3, 1::2] = gx
            weight = dx * dy / 4
            if round_grain:
                b[:, 2, 0::2] = shape / px[:, None]
                weight = weight * px
            bt_d = np.matmul(b.transpose(0, 2, 1), stiff) * weight[:, None, None]
            element_k += np.matmul(bt_d, b)
            element_f += np.matmul(bt_d, free_strain[:, :, None])[:, :, 0]
            points.append((px, b, weight))
    size = 2 * nx * len(y)
    rows = np.repeat(dof, 8, axis=1).ravel()
    cols = np.tile(dof, (1, 8)).ravel()
    k = coo_matrix((element_k.ravel(), (rows, cols)), shape=(size, size)).tocsc()
    f = np.bincount(dof.ravel(), element_f.ravel(), minlength=size)
    row_start = np.arange(len(y)) * nx
    fixed = np.r_[2 * row_start, 2 * np.arange(nx) + 1]
    if bonded:
        fixed = np.r_[fixed, 2 * (row_start[y <= 0] + nx - 1)]
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[free] = spsolve(k[free][:, free], f[free])

    volume = force = biaxial = energy = energy_3d = moment = 0.0
    film_column = np.zeros(nx - 1)
    full_column = np.zeros(nx - 1)
    foot = y[ey] == 0
    for px, b, weight in points:
        elastic = np.matmul(b, u[dof][:, :, None])[:, :, 0] - free_strain
        s = np.matmul(stiff, elastic[:, :, None])[:, :, 0]
        volume += weight[in_film].sum()
        force += (weight * s[:, 0])[in_film].sum()
        biaxial += (weight * (s[:, 0] + s[:, 2]) / 2)[in_film].sum()
        energy_3d += (weight * (s * elastic).sum(axis=1)).sum() / 2
        density = ((1 - nu**2) * (s[:, 0]**2 + s[:, 1]**2)
                   - 2 * nu * (1 + nu) * s[:, 0] * s[:, 1]
                   + 2 * (1 + nu) * s[:, 3]**2) / (2 * young)
        energy += (weight * density).sum()
        moment -= (weight * px * s[:, 3] / dy)[foot].sum()
        pull = weight * s[:, 0] / dx
        full_column += np.bincount(ex, pull, minlength=nx - 1)
        film_column += np.bincount(ex[in_film], pull[in_film], minlength=nx - 1)
    above = y >= 0
    inserted = -2 * u[2 * (row_start[above] + nx - 1)]
    ebar = film[0] / (1 - film[1]**2)
    return {
        "mean": force / volume, "biaxial": biaxial / volume,
        "energy": energy / (volume / (2 * ebar)),
        "energy_3d": energy_3d / (volume * misfit),
        "area": trapezoid(inserted, y[above]), "mouth": inserted[-1],
        "shear_moment": moment / half, "section": full_column,
        "film_force": film_column, "x": (x[1:] + x[:-1]) / 2}


def dislocation_stress(y, s, d):
    """Normal stress on a boundary at depth y, from unit wedges ending at depth s in
    all boundaries (period d, free surface at depth 0, Ebar = 1)."""
    p = np.pi / d
    r, q = y - s, y + s
    direct = 4 * p / np.tanh(p * r) - 2 * r * p**2 / np.sinh(p * r)**2
    image = (-4 * p / np.tanh(p * q) + (6 * s + 2 * y) * p**2 / np.sinh(p * q)**2
             - 8 * s * y * p**3 * np.cosh(p * q) / np.sinh(p * q)**3)
    return (direct + image) / (8 * np.pi)


def wedge_area(d, n=200):
    """Inserted area at zero boundary traction, in units sigma0*h^2/Ebar."""
    t = np.cos(np.pi * (2 * np.arange(1, n + 1) - 1) / (2 * n + 1))
    c = np.cos(np.pi * 2 * np.arange(1, n + 1) / (2 * n + 1))
    weight = np.pi * (1 + t) / (2 * n + 1)
    s, y = (1 + t) / 2, (1 + c) / 2
    matrix = dislocation_stress(y[:, None], s[None, :], d) * weight
    density = np.linalg.solve(matrix, -np.ones(n))
    return float(np.sum(weight * density * s))


# Example inputs; material data are rough typical values
h_nm, d_nm, sigma0, temperature = 500.0, 1000.0, 200.0, 500.0
copper, silicon = (120.0, 0.34), (160.0, 0.22)
soft_copper, stiff_copper = (70.0, 0.34), (190.0, 0.34)
width_D0, Q_boundary = 5e-15, 1.08
lattice_D0, Q_lattice = 2e-5, 2.04
atom_volume, boundary_energy = 1.18e-29, 0.6
ratio = d_nm / h_nm
ebar_film = copper[0] / (1 - copper[1]**2)

# Equal elastic constants: finite elements against the integral equation
comparison = []
for d in (1.0, 2.0, 4.0):
    fe = film_at_rest(d, copper, copper)
    integral = 1 - wedge_area(d) / d
    comparison.append((d, fe["mean"], integral))
    assert abs(fe["mean"] - integral) < 0.004, (d, fe["mean"], integral)

# Copper on silicon: the identities, each from separately measured quantities
state = film_at_rest(ratio, copper, silicon)
R = state["mean"]
assert R > 0.01
assert abs(1 - ebar_film * state["area"] / ratio - R) < 1e-6
assert abs(state["energy"] - R) < 1e-6
assert abs(state["shear_moment"] - R) < 1e-3
assert np.max(np.abs(state["section"] - R)) < 1e-5
assert abs(state["film_force"][-1]) < 0.02

# Control: the same film free to slide keeps no stress
sliding = film_at_rest(ratio, copper, silicon, bonded=False)["mean"]
assert abs(sliding) < 1e-8

# Wide-grain and narrow-grain limits
wide = [wedge_area(d) for d in (100.0, 200.0)]
narrow = [(1 - wedge_area(d) / d) / d for d in (0.25, 0.5)]
assert abs(wide[0] / wide[1] - 1) < 0.01
assert abs(narrow[0] / narrow[1] - 1) < 0.02

# Diffusion in time, equal elastic constants, opening constant in each cell
cells = 240
edges = np.linspace(0, 1, cells + 1)
middle = (edges[1:] + edges[:-1]) / 2
edge_stress = dislocation_stress(middle[:, None], edges[None, :], ratio)
resistance = -np.diff(edge_stress, axis=1)
transport = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
transport[0, 0], transport[-1, -1] = 3, 1
transport *= cells**2
rates, modes = eig(resistance @ transport)
assert rates.real.min() > 0
amplitudes = np.linalg.solve(modes, np.ones(cells))
slowest = rates.real.min()


def during_diffusion(time_in_tau):
    traction = (modes @ (amplitudes * np.exp(-rates * time_in_tau / slowest))).real
    opening = np.linalg.solve(resistance, 1 - traction)
    return traction, 1 - opening.mean() / ratio


last_traction, last_mean = during_diffusion(30.0)
R_equal = 1 - wedge_area(ratio) / ratio
assert np.max(np.abs(last_traction)) < 1e-6
assert abs(last_mean - R_equal) < 0.01

kT = constants.k * temperature
kT_eV = kT / constants.e
width_D = width_D0 * np.exp(-Q_boundary / kT_eV)
mobility = width_D * atom_volume / kT
tau = (h_nm * 1e-9)**3 / (ebar_film * 1e9 * mobility) / slowest

# Effects left out of the model
soft = film_at_rest(ratio, soft_copper, silicon)["mean"]
stiff = film_at_rest(ratio, stiff_copper, silicon)["mean"]
grain = film_at_rest(ratio, copper, silicon, round_grain=True)
assert grain["biaxial"] > 0
assert abs(grain["energy_3d"] - grain["biaxial"]) < 1e-6
capillary = boundary_energy / (d_nm * 1e-9) / 1e6
lattice_share = lattice_D0 * np.exp(-Q_lattice / kT_eV) * d_nm * 1e-9 / width_D
near_root = 50.0
force_there = np.interp(ratio / 2 - near_root / h_nm, state["x"], state["film_force"])
root_shear = force_there * h_nm / near_root * sigma0
mean_shear = state["film_force"][0] / (ratio / 2) * sigma0

print(f"film thickness h = {h_nm:.0f} nm, boundary spacing d = {d_nm:.0f} nm")
print(f"initial stress = {sigma0:.0f} MPa, temperature = {temperature:.0f} K")
print(f"copper (rough): E = {copper[0]:.0f} GPa, nu = {copper[1]:.2f}")
print(f"silicon (rough): E = {silicon[0]:.0f} GPa, nu = {silicon[1]:.2f}")
print(f"film plane-strain modulus = {ebar_film:.1f} GPa")
print(f"misfit strain = {sigma0 * 1e-3 * (1 - copper[1]) / copper[0]:.2e}")
print("equal elastic constants, mean stress at rest / initial stress:")
for d, fe_value, integral in comparison:
    print(f"  d/h = {d:.0f}: finite elements {fe_value:.4f}, integral eq. {integral:.4f}")
for d in (0.5, 10.0, 100.0):
    print(f"  d/h = {d:.1f}: integral equation {1 - wedge_area(d) / d:.4f}")
print(f"wide grains: ratio = 1 - c1 h/d, c1 = {wide[1]:.3f}")
print(f"narrow grains: ratio = c2 d/h, c2 = {narrow[0]:.4f}")
print("copper on silicon, boundary traction zero:")
print(f"  mean stress / initial stress = {R:.4f}")
print(f"  from wedge area = {1 - ebar_film * state['area'] / ratio:.4f}")
print(f"  from elastic energy = {state['energy']:.4f}")
print(f"  from interface shear moment = {state['shear_moment']:.4f}")
print(f"  mean film stress = {R * sigma0:.1f} MPa")
print(f"  force per width on every section = {R * sigma0 * h_nm * 1e-3:.2f} N/m")
print(f"  film stress averaged over h at grain centre = {state['film_force'][0] * sigma0:.1f} MPa")
print(f"  wedge thickness at surface = {state['mouth'] * sigma0 * 1e-3 * h_nm:.3f} nm")
print(f"  wedge area = {state['area'] * sigma0 * 1e-3 * h_nm**2:.1f} nm^2")
print(f"  slab thickness for full relaxation = {sigma0 * 1e-3 * d_nm / ebar_film:.3f} nm")
print(f"  mean interface shear, half grain = {mean_shear:.1f} MPa")
print(f"  mean interface shear, last {near_root:.0f} nm to root = {root_shear:.1f} MPa")
print(f"frictionless interface: mean / initial stress below 1e-8: {abs(sliding) < 1e-8}")
print(f"boundary width*D0 (rough) = {width_D0:.1e} m^3/s, Q = {Q_boundary:.2f} eV")
print(f"boundary width*D at temperature = {width_D:.2e} m^3/s")
print(f"atomic volume (rough) = {atom_volume:.2e} m^3")
print(f"slowest dimensionless rate = {slowest:.3f}")
print(f"slowest relaxation time tau = {tau:.0f} s = {tau / 3600:.2f} h")
print("time course, equal elastic constants (copper values):")
for moment in (0.01, 0.1, 1.0, 3.0, 10.0):
    traction, mean = during_diffusion(moment)
    print(f"  t/tau = {moment:.2f}: mean boundary traction {traction.mean() * sigma0:.2f} MPa,"
          f" film mean {mean * sigma0:.2f} MPa")
print("effects left out:")
print(f"  substrate mismatch: {R_equal * sigma0:.1f} MPa if substrate were copper-like")
print(f"  film E = {soft_copper[0]:.0f} GPa: {soft * sigma0:.1f} MPa;"
      f" E = {stiff_copper[0]:.0f} GPa: {stiff * sigma0:.1f} MPa")
print(f"  round grain, diameter d: mean in-plane stress {grain['biaxial'] * sigma0:.1f} MPa")
print(f"  stripe grain, mean of both in-plane stresses {state['biaxial'] * sigma0:.1f} MPa")
print(f"  capillary stress (boundary energy {boundary_energy:.1f} J/m^2)/d = {capillary:.2f} MPa")
print(f"  lattice data (rough): D0 = {lattice_D0:.0e} m^2/s, Q = {Q_lattice:.2f} eV")
print(f"  lattice / boundary diffusion = {lattice_share:.1e}")
print("finished without a failed check")
```

Printed output:

```
film thickness h = 500 nm, boundary spacing d = 1000 nm
initial stress = 200 MPa, temperature = 500 K
copper (rough): E = 120 GPa, nu = 0.34
silicon (rough): E = 160 GPa, nu = 0.22
film plane-strain modulus = 135.7 GPa
misfit strain = 1.10e-03
equal elastic constants, mean stress at rest / initial stress:
  d/h = 1: finite elements 0.0887, integral eq. 0.0884
  d/h = 2: finite elements 0.1672, integral eq. 0.1667
  d/h = 4: finite elements 0.3201, integral eq. 0.3193
  d/h = 0.5: integral equation 0.0443
  d/h = 10.0: integral equation 0.6344
  d/h = 100.0: integral equation 0.9605
wide grains: ratio = 1 - c1 h/d, c1 = 3.951
narrow grains: ratio = c2 d/h, c2 = 0.0886
copper on silicon, boundary traction zero:
  mean stress / initial stress = 0.1722
  from wedge area = 0.1722
  from elastic energy = 0.1722
  from interface shear moment = 0.1722
  mean film stress = 34.4 MPa
  force per width on every section = 17.22 N/m
  film stress averaged over h at grain centre = 44.3 MPa
  wedge thickness at surface = 1.659 nm
  wedge area = 610.1 nm^2
  slab thickness for full relaxation = 1.474 nm
  mean interface shear, half grain = 44.3 MPa
  mean interface shear, last 50 nm to root = 181.2 MPa
frictionless interface: mean / initial stress below 1e-8: True
boundary width*D0 (rough) = 5.0e-15 m^3/s, Q = 1.08 eV
boundary width*D at temperature = 6.50e-26 m^3/s
atomic volume (rough) = 1.18e-29 m^3
slowest dimensionless rate = 1.932
slowest relaxation time tau = 4291 s = 1.19 h
time course, equal elastic constants (copper values):
  t/tau = 0.01: mean boundary traction 193.55 MPa, film mean 192.52 MPa
  t/tau = 0.10: mean boundary traction 173.45 MPa, film mean 168.20 MPa
  t/tau = 1.00: mean boundary traction 70.76 MPa, film mean 86.15 MPa
  t/tau = 3.00: mean boundary traction 9.58 MPa, film mean 40.34 MPa
  t/tau = 10.00: mean boundary traction 0.01 MPa, film mean 33.18 MPa
effects left out:
  substrate mismatch: 33.3 MPa if substrate were copper-like
  film E = 70 GPa: 38.5 MPa; E = 190 GPa: 30.8 MPa
  round grain, diameter d: mean in-plane stress 26.5 MPa
  stripe grain, mean of both in-plane stresses 89.1 MPa
  capillary stress (boundary energy 0.6 J/m^2)/d = 0.60 MPa
  lattice data (rough): D0 = 2e-05 m^2/s, Q = 2.04 eV
  lattice / boundary diffusion = 8.4e-07
finished without a failed check
```
